# Adatom hopping and exchange: crossing temperature and apparent activation energy

**Question**

I'm working on an exercise about adatom diffusion during epitaxy. An adatom can hop over the surface with a barrier of 0.6 eV. It can also move by exchange: it pushes into the surface layer, and the atom it displaces comes out as the new adatom. Exchange has a barrier of 0.8 eV, but its diffusivity prefactor is a hundred times larger. I have to show that the two contributions cross near 504 K and that the apparent activation energy there is 0.7 eV.

I can set the two Arrhenius expressions equal, but I don't trust what I'm doing. Why may I add the diffusivities at all? Why doesn't the lower barrier win at every temperature? And how can the answer be 0.7 eV when neither process has that barrier? I would have expected an Arrhenius plot with a kink, 0.6 eV on one side and 0.8 eV on the other.

**Answer**

The 0.7 eV is the slope of a sum of two exponentials, not the height of a barrier. The changeover is also gradual, so the plot bends smoothly instead of showing a kink. I'll take your three doubts in order and then put in numbers.

**Why the diffusivities add**

Consider motion along one surface direction $x$. Let hops of length $l_h$ occur at the total rate $\Gamma_h$, left and right together, and exchanges of length $l_x$ at the total rate $\Gamma_x$. After $N$ jumps the displacement is $x=\sum_i s_i l_i$ with $s_i=\pm1$, so

$$
\langle x^2\rangle=\Big\langle\sum_i l_i^2\Big\rangle+\Big\langle\sum_{i\neq j}s_is_jl_il_j\Big\rangle .
$$

Assume that left and right are equally likely and that each jump is independent of the earlier ones. Then the second term vanishes. In a time $t$ there are on average $\Gamma_ht$ hops and $\Gamma_xt$ exchanges, which gives

$$
\langle x^2\rangle=(\Gamma_hl_h^2+\Gamma_xl_x^2)\,t .
$$

In one dimension the diffusivity is defined by $\langle x^2\rangle=2Dt$. Therefore

$$
D=\tfrac12\Gamma_hl_h^2+\tfrac12\Gamma_xl_x^2=D_h+D_x .
$$

As a test, take rates 1.0 and 0.5 per unit time with jump lengths of 1 and 2 sites. The formula gives $D=\tfrac12(1+0.5\cdot4)=1.5$. Solving the master equation for the site probabilities and computing the variance also gives 1.5, in sites squared per unit time.

Additivity can fail if the directions of successive jumps are correlated, for instance if an exchange tends to be followed by the reverse exchange. The cross terms then survive. If an exchange remembers only the previous exchange, whatever hops lie between, they merely reduce $D_x$ and the sum still holds. If an intervening hop erases the memory, the reduction depends on the hop rate and $D$ is no longer a sum of separate contributions.

Note also what is being followed. After an exchange, the adatom is a different atom. For silicon on silicon this does not matter if we follow the position of the adatom. A foreign atom would be buried by the exchange, and its own motion would need another description.

**Where the contributions cross**

Write each rate as $\Gamma=\nu e^{-E/kT}$ with a constant frequency $\nu$. Then

$$
D_h=A_he^{-\beta E_h},\qquad D_x=A_xe^{-\beta E_x},\qquad A=\tfrac12\nu l^2,\qquad \beta=\frac1{kT}.
$$

Let $R=A_x/A_h=100$ and $\Delta=E_x-E_h=0.2$ eV. The ratio of the contributions satisfies

$$
\ln\frac{D_x}{D_h}=\ln R-\beta\Delta .
$$

The lower barrier favours hopping through the term $-\beta\Delta$, and the larger prefactor favours exchange through $\ln R$. Heating reduces $\beta$ and weakens the barrier term, while $\ln R$ stays fixed. This is why the lower barrier need not win at every temperature.

Since the right-hand side rises steadily with $T$, it can vanish at one temperature at most. Setting it to zero gives

$$
kT_\times=\frac{\Delta}{\ln R}=\frac{0.2\ \text{eV}}{4.6052}=0.04343\ \text{eV},
$$

$$
T_\times=\frac{0.04343\ \text{eV}}{8.617\times10^{-5}\ \text{eV/K}}\approx504\ \text{K}.
$$

Below this temperature hopping contributes more, and above it exchange does. With $\Delta>0$, a crossing at a finite positive temperature requires $R>1$. If exchange had both the higher barrier and the smaller prefactor, hopping would lead throughout.

The hundredfold ratio refers to diffusivities, so it includes the squared jump lengths. At the crossing $\Gamma_hl_h^2=\Gamma_xl_x^2$. The two kinds of jump are then equally frequent only if their lengths are equal.

**Where 0.7 eV comes from**

The apparent activation energy is the local slope of the Arrhenius plot with its sign reversed:

$$
E_{\rm app}=-\frac{d\ln D}{d\beta}=-\frac1D\frac{dD}{d\beta}.
$$

Differentiating each exponential brings down its own barrier, $dD_h/d\beta=-E_hD_h$ and $dD_x/d\beta=-E_xD_x$. Hence

$$
E_{\rm app}=\frac{E_hD_h+E_xD_x}{D_h+D_x}=(1-f)E_h+fE_x,\qquad f=\frac{D_x}{D_h+D_x}.
$$

So the apparent energy is the average of the two barriers, weighted by the share of the diffusivity that each mechanism carries. At the crossing $f=\tfrac12$, and

$$
E_{\rm app}(T_\times)=\frac{0.6+0.8}{2}\ \text{eV}=0.7\ \text{eV}.
$$

No adatom crosses a 0.7 eV barrier in this model. When the temperature rises slightly, half of the diffusivity grows as a 0.6 eV process would and the other half as a 0.8 eV process would. The total responds with the mean.

**Why there is no kink**

Dividing numerator and denominator of $f$ by $D_x$, and using $D_h/D_x=e^{\beta\Delta}/R$, gives

$$
f=\frac1{1+e^{\beta\Delta}/R}.
$$

To find the temperature at which exchange has a chosen share $f$, rearrange this to $e^{\beta\Delta}=R(1-f)/f$ and take the logarithm:

$$
T(f)=\frac{\Delta}{k\left[\ln R-\ln\dfrac{f}{1-f}\right]} .
$$

Exchange carries 10% of the diffusivity at 341 K and 90% at 964 K. The changeover therefore extends over more than 600 K, and a measurement over a usual range sees just a part of it.

The curvature of the plot says the same thing. Differentiating $f$ gives

$$
\frac{df}{d\beta}=-\frac{\Delta\,e^{\beta\Delta}/R}{(1+e^{\beta\Delta}/R)^2}=-\Delta f(1-f),
$$

because $1-f=(e^{\beta\Delta}/R)/(1+e^{\beta\Delta}/R)$. Since $E_{\rm app}=E_h+f\Delta$,

$$
\frac{d^2\ln D}{d\beta^2}=-\frac{dE_{\rm app}}{d\beta}=\Delta^2f(1-f).
$$

This is positive, so the plot bends upwards. The product $f(1-f)$ is largest at $f=\tfrac12$, so the bend is strongest at the crossing, where it equals $(0.2\ \text{eV})^2/4=0.01\ \text{eV}^2$.

The limits are as expected at low temperature, where $f\to0$ and $E_{\rm app}\to E_h$. In the formal limit of infinite temperature the share tends to $R/(1+R)=100/101$, not to one. The slope then ends slightly below $E_x$, although a real surface would have melted long before.

**A worked case**

Take silicon adatoms moving along the dimer rows of clean Si(001) in molecular-beam epitaxy as the rough setting. Let both jumps have the length of one surface period, 0.384 nm, and choose round frequencies of $10^{12}$ and $10^{14}\ \text{s}^{-1}$. The hopping prefactor is

$$
A_h=\tfrac12(10^{12}\ \text{s}^{-1})(3.84\times10^{-8}\ \text{cm})^2=7.37\times10^{-4}\ \text{cm}^2/\text{s},
$$

and $A_x=7.37\times10^{-2}\ \text{cm}^2/\text{s}$. At the crossing $\beta E_h=0.6/0.04343=13.815$, so

$$
D_h=D_x=7.37\times10^{-4}\,e^{-13.815}\ \text{cm}^2/\text{s}\approx7.4\times10^{-10}\ \text{cm}^2/\text{s}.
$$

The total is $1.5\times10^{-9}\ \text{cm}^2/\text{s}$. The same formulas at three temperatures give:

| $T$ (K) | $D$ (cm²/s) | $f$ | $E_{\rm app}$ (eV) |
|---|---|---|---|
| 400 | $2.6\times10^{-11}$ | 0.23 | 0.646 |
| 504 | $1.5\times10^{-9}$ | 0.50 | 0.700 |
| 650 | $6.3\times10^{-8}$ | 0.74 | 0.748 |

Over this range the diffusivity grows by a factor of more than 2000, while its slope changes by only 0.1 eV. Now fit one straight line to $\ln D$ at eleven points between 400 and 650 K, equally spaced in $1/T$. The fitted energy is 0.696 eV, and the diffusivity departs from the fitted line by at most 9.3% of the line's value at these points. With ordinary experimental scatter, such data could pass for a single process.

The fit gives slightly less than 0.7 eV because the middle of the range in $1/T$ lies at 495 K, on the hopping side of the crossing. For a nearly parabolic curve sampled symmetrically, the fitted slope is the slope at the middle.

The prefactor would mislead in the same way. The tangent at the crossing is $D=A_{\rm t}e^{-0.7\,\text{eV}/kT}$. It must pass through $D(T_\times)=2D_h=2\sqrt{D_hD_x}$, where the second form holds because the two contributions are equal there. Inserting the exponentials,

$$
2\sqrt{D_hD_x}=2\sqrt{A_hA_x}\;e^{-\beta_\times(E_h+E_x)/2},
$$

so $A_{\rm t}=2\sqrt{A_hA_x}=2\sqrt{100}\,A_h=20A_h=1.5\times10^{-2}\ \text{cm}^2/\text{s}$. Read as a single mechanism with the same jump length, this means a frequency of $20\times10^{12}=2\times10^{13}\ \text{s}^{-1}$. That belongs to neither mechanism.

**What if the steps were in sequence?**

It is useful to compare the case in which every move requires two steps, one after the other, with rates proportional to $D_h$ and $D_x$. The waiting times then add, and the effective diffusivity obeys $1/D_s=1/D_h+1/D_x$, or $D_s=D_hD_x/(D_h+D_x)$. Taking $-d\ln/d\beta$ of this expression gives

$$
E_s=E_h+E_x-\big[(1-f)E_h+fE_x\big]=fE_h+(1-f)E_x .
$$

The weights are exchanged, because the slower step now controls the motion. At the crossing the result is again 0.7 eV. This value assumes steps that do not reverse, or reversible steps between wells of equal energy; an intermediate well at a different energy shifts the slope. However, $dE_s/d\beta=-\Delta\,df/d\beta=\Delta^2f(1-f)$, so the curvature of $\ln D_s$ is $-\Delta^2f(1-f)$ and the plot bends downwards. A slope of 0.7 eV at one temperature cannot tell parallel from sequential steps. If the prefactors are constant, the sign of the curvature can.

**How firm is 504 K?**

The arithmetic is firm, but the temperature is sensitive to the inputs. With $R$ fixed, $T_\times$ is proportional to $\Delta$, so an increase of $\Delta$ by 0.01 eV, or 5%, raises the crossing by 25 K. With the barriers fixed, doubling $R$ lowers it by 66 K. Barriers for real surfaces are seldom known to 0.01 eV, so a real crossing would be uncertain by much more than the last digit of 504 K.

The constant prefactors are an assumption too. If both were proportional to $T$, their ratio and the crossing would not change. But $\ln T=-\ln\beta+\text{const}$, which adds $-d(-\ln\beta)/d\beta=1/\beta=kT$ to the slope. The apparent energy at the crossing would then be $0.700+0.043=0.743$ eV.

Tunnelling can shift the crossing if it helps one mechanism more than the other. For a parabolic barrier with barrier frequency $\nu_b$, the transmission at energy $\varepsilon$ above the top is $1/(1+e^{-2\pi\varepsilon/h\nu_b})$. With $y=\varepsilon/kT$ and $u=h\nu_b/kT$, its thermal average multiplies the classical rate by

$$
\kappa=\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/u}}=\frac{u/2}{\sin(u/2)}\qquad(u<2\pi).
$$

For a rough $\nu_b$ of 15 THz, $\kappa=1.09$ at 504 K. If this factor acts on exchange alone, the crossing moves down by about 10 K to 494 K, and the apparent energy there is 0.696 eV. This is an estimate for one assumed frequency, not a bound, and 15 THz lies near the top of the silicon phonon spectrum. A smooth cosine barrier of 0.8 eV over one surface period gives about 3 THz for a silicon atom, and then $\kappa\approx1.004$ and the shift is below 1 K. Quantum corrections to the vibrations in the well, left out here, can be as large as $\kappa-1$ for modes of similar frequency. An equal factor on both mechanisms would leave the crossing in place.

**How this compares with real silicon growth**

A barrier near 0.6 eV is in the rough range for silicon adatoms moving along the dimer rows. The exchange barrier and the hundredfold prefactor are taken from your exercise and are not established values for this surface. The model also replaces the several adatom sites within one surface period by a single site. Motion across the rows, with a rough barrier of 1.0 eV, a jump of 0.768 nm and the hopping frequency, has only $2\times10^{-4}$ of the diffusivity along them at 504 K. The adatom still changes row now and then, but in this model that does not alter its displacement along the rows, so the one-dimensional treatment is reasonable for the diffusivity in that direction.

Newly landed atoms can be neglected only over short distances. An adatom needs about $L^2/2D=0.034$ s to diffuse $L=100$ nm. At a deposition rate of 0.01 monolayer per second, about 0.09 atoms land in this time on a strip of that length and one surface period (0.384 nm) wide. A dimer row is two such strips wide, so it receives about 0.18 atoms. Meetings are more likely than this number suggests, because the landed atoms move too and the adatom changes row about three times in 0.034 s. Over 100 nm they are therefore not negligible. The number landing on the stretch falls as $L^3$, since the time shrinks as $L^2$ and the stretch as $L$, so for 30 nm it is only about 0.005 per dimer row. These estimates leave out atoms already present, steps and defects.

In chemical vapour deposition from hydrides at temperatures near 504 K, the assumption of a clean surface fails. With a rough hydrogen desorption barrier of 2.5 eV and a frequency of $10^{15}\ \text{s}^{-1}$, the lifetime of surface hydrogen at 504 K is about $10^{10}$ s, or some three hundred years. The figure depends strongly on these rough inputs, but even 2.0 eV and $10^{14}\ \text{s}^{-1}$ give $10^6$ s, far longer than a growth run. Hydrogen left by the precursor would therefore stay unless something other than thermal desorption removed it. The adatom would meet different sites and barriers, and this model cannot say by how much they change. By the sensitivity above, a change of just 0.01 eV in the barrier difference already moves the crossing by 25 K. The 504 K result applies to the clean surface with the stated parameters, and should not be carried over to hydride growth.

The main values behind these figures are listed in the numerical output below; the sequential case and a few side estimates follow from the formulas in the text.

## Values computed for the example and the checks

```
Barriers, hopping and exchange: 0.6, 0.8 eV
Frequencies, hopping and exchange: 1e+12, 1e+14 1/s
Jump length: 0.384 nm
Prefactor hopping: 7.373e-04 cm2/s
Prefactor exchange: 7.373e-02 cm2/s
Prefactor ratio: 100.0, its logarithm: 4.6052
Boltzmann constant: 8.617333e-05 eV/K
Master equation D: 1.500000, sum rule: 1.500000 (sites^2/time)
Crossing temperature: 503.98 K
kT at crossing: 0.04343 eV
Apparent energy at crossing: 0.7000 eV
T = 400.0 K: D_hop = 2.032e-11, D_exc = 6.139e-12, D = 2.646e-11 cm2/s
   exchange share = 0.2320, apparent energy = 0.6464 eV
T = 504.0 K: D_hop = 7.373e-10, D_exc = 7.373e-10, D = 1.475e-09 cm2/s
   exchange share = 0.5000, apparent energy = 0.7000 eV
T = 650.0 K: D_hop = 1.643e-08, D_exc = 4.622e-08, D = 6.265e-08 cm2/s
   exchange share = 0.7378, apparent energy = 0.7476 eV
Exchange share 10% at 341.2 K, 90% at 963.9 K
Curvature at crossing: 0.01000 eV^2
Tangent prefactor: 1.475e-02 cm2/s = 20.00 A_hop
Line fit 400-650 K: energy 0.6962 eV, largest misfit 9.3 %
Crossing shift, barrier difference +0.01 eV: +25.2 K
Crossing shift, prefactor ratio doubled: -65.9 K
Energy added by prefactor proportional to T: 0.0434 eV
Barrier frequency for tunnelling (rough): 15 THz
Tunnelling factor at crossing: 1.0904
Crossing with tunnelling in exchange only: 494.3 K (shift -9.7 K)
Apparent energy at that crossing: 0.6961 eV
Across rows (rough): barrier 1.0 eV, jump 0.768 nm
Diffusivity across rows / along rows: 2.00e-04
Deposition flux: 0.01 monolayer/s, stretch: 100 nm
Time to diffuse the stretch: 0.0339 s
Atoms landing on the stretch in that time: 0.088
Hydrogen desorption (rough): 2.5 eV, 1e+15 1/s
Hydrogen lifetime at crossing: 1.00e+10 s
```
